# Why orbital gaps misplace the ultraviolet band of benzene

## What goes wrong

Suppose the absorption of a styrenic or phenolic resist is estimated by treating each jump of an electron between two orbitals as an independent absorption line. For benzene, the chromophore of such resists, a local-density calculation in a small basis (6-31G) then puts the strong π-π* band at 5.39 eV, or 230 nm. With a film-like ring density and linewidth, the estimate is an absorption coefficient of 85 µm⁻¹ at 248 nm and 1.5 µm⁻¹ at 193 nm. It would reject the resist at 248 nm and favour it at 193 nm, the reverse of practice: aromatic resists are used at 248 nm and are too opaque for ordinary use at 193 nm.

The orbital calculation has left out a force. Light displaces the electron density, the displaced density has an electric field, and every electron responds to that field as well as to the light. Keeping this field moves the band up by about 2 eV.

## The equation of motion

Take a closed-shell molecule with fixed nuclei, real Kohn-Sham orbitals and weak light. Let \(i,j\) label occupied orbitals and \(a,b\) empty ones, and let \(D_{ia}=\varepsilon_a-\varepsilon_i\). Atomic units are used in the derivation.

The density matrix of one spin obeys \(i\dot\gamma=[h,\gamma]\). Write \(h=h_0+\delta v\) and \(\gamma=\gamma_0+\delta\gamma\). To first order,

\[
i\,\delta\dot\gamma_{ai}=(\varepsilon_a-\varepsilon_i)\,\delta\gamma_{ai}+\delta v_{ai},
\]

because \(\gamma_0\) leaves an occupied orbital unchanged and annihilates an empty one. Elements between two occupied or two empty orbitals are not driven at this order.

Set \(\delta\gamma_{ai}=q_{ia}+ip_{ia}\). The real and imaginary parts give

\[
-\dot p=Dq+\delta v,\qquad \dot q=Dp,
\]

where \(D\) is now a diagonal matrix over pairs. Differentiating the second equation and inserting the first,

\[
\ddot q=-D^2q-D\,\delta v .
\]

Each pair is an oscillator. If \(\delta v\) is the light alone, it resonates at its own \(D_{ia}\): this is the independent-particle spectrum.

But \(\delta v\) is not the light alone. The density change is

\[
\delta n(\mathbf r)=4\sum_{jb}q_{jb}\,\varphi_j(\mathbf r)\varphi_b(\mathbf r).
\]

One factor of 2 counts the spins; the other arises because \(\delta\gamma_{bj}\) and its complex conjugate \(\delta\gamma_{jb}\) both contribute. The Coulomb potential of \(\delta n\), taken between \(i\) and \(a\), is \(4\sum_{jb}K_{ia,jb}q_{jb}\), with

\[
K_{ia,jb}=\iint\frac{\varphi_i(\mathbf r)\varphi_a(\mathbf r)\,\varphi_j(\mathbf r')\varphi_b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\]

Hence \(\ddot q=-(D^2+4DK)q-Dv_{\rm ext}\). The substitution \(q=D^{1/2}Z\), followed by multiplication by \(D^{-1/2}\), makes the matrix symmetric:

\[
\ddot Z=-\Omega Z-D^{1/2}v_{\rm ext},\qquad
\Omega=D^2+4D^{1/2}KD^{1/2}.
\]

The absorption energies \(\omega_n\) follow from \(\Omega Z_n=\omega_n^2Z_n\). Off-diagonal elements of \(K\) couple different electron jumps; diagonal elements stiffen each jump by its own field.

The exchange-correlation potential also changes with density. In the adiabatic local-density approximation this adds \(\int\varphi_i\varphi_a f_{\rm xc}\varphi_j\varphi_b\,d^3r\) to \(K_{ia,jb}\), where \(f_{\rm xc}=dv_{\rm xc}/dn\).

## Why the Coulomb term pushes upward

For any real amplitudes \(x_{ia}\), define \(\rho=\sum x_{ia}\varphi_i\varphi_a\). In Fourier space,

\[
x^TKx=\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi|\rho_{\mathbf k}|^2}{k^2}\ge0 .
\]

The Hartree coupling therefore adds a non-negative matrix to \(D^2\). By the min-max principle, none of the eigenvalues, taken in order, can fall. Physically, separating charge costs electrostatic energy, which acts as an extra restoring force.

If several pairs share one gap \(D\), a normalized eigenvector of \(K\) within that set, with Coulomb energy \(K_b\), has

\[
\omega=\sqrt{D^2+4DK_b}.
\]

For \(K_b\ll D\) this is \(D+2K_b\). For \(K_b\gg D\) it tends to \(2\sqrt{DK_b}\), and the restoring force is mainly electrostatic. Collectivity enters through \(K_b\): if \(N\) such pairs had identical densities, with every element of \(K\) equal to \(\kappa\), the in-phase combination would have \(K_b=N\kappa\) and the other \(N-1\) combinations would not shift.

## Where the strength goes

A field \(E\cos\omega t\) along \(x\) gives an electron the potential energy \(Ex\cos\omega t\). With \(d_{ia}=\langle i|x|a\rangle\), the steady amplitude obeys \((\Omega-\omega^2)Z=-D^{1/2}d\,E\). The induced dipole is \(-\int x\,\delta n\,d^3r=-4d^TD^{1/2}Z\), so

\[
\alpha_{xx}(\omega)=4\,d^TD^{1/2}(\Omega-\omega^2)^{-1}D^{1/2}d
=\sum_n\frac{4(d^TD^{1/2}Z_n)^2}{\omega_n^2-\omega^2}.
\]

Averaging over directions \(c\) and writing each term as \(f_n/(\omega_n^2-\omega^2)\) defines the oscillator strength:

\[
f_n=\tfrac43\sum_c(d_c^TD^{1/2}Z_n)^2,\qquad
\sum_nf_n=\tfrac43\sum_cd_c^TDd_c .
\]

The sum follows because the \(Z_n\) form a complete orthonormal set. It does not contain \(K\): the induced field moves absorption without creating or destroying it.

The same field reduces the static polarizability. Since \(\Omega=D^{1/2}(D+4K)D^{1/2}\), setting \(\omega=0\) gives \(\alpha_{xx}=4d^T(D+4K)^{-1}d\), whereas the bare value is \(4d^TD^{-1}d\).

## Benzene, step by step

The numbers below are for planar benzene with C-C and C-H lengths of 1.39 and 1.09 Å, in the local-density approximation (Slater exchange, VWN correlation) and the 6-31G basis. Coulomb integrals were evaluated by density fitting, and the response matrices were diagonalized. The 338 pairs kept are those whose product \(\varphi_i\varphi_a\) is odd under inversion and even under reflection in the molecular plane, like an in-plane dipole; pairs of other parity cannot couple to in-plane light.

The highest occupied and lowest empty π levels are both doubly degenerate, so four pairs share the gap \(D=5.387\) eV. Within them, \(K\) has eigenvalues 0.145, 1.688, 2.491 and 2.491 eV. The last two modes carry dipoles along the two in-plane directions. For these,

\[
\omega=\sqrt{5.387^2+4(5.387)(2.491)}\ \text{eV}=9.09\ \text{eV}.
\]

The dark modes lie at 5.67 and 8.09 eV, so a mode needs no dipole to be shifted. A six-site picture explains their difference. The occupied orbitals vary around the ring as \(e^{\pm i\phi}\) and the empty ones as \(e^{\pm2i\phi}\), so their products vary as \(e^{\pm i\phi}\), which has a dipole, or \(e^{\pm3i\phi}\), which has none. Of the latter, \(\cos3\phi\) puts alternating charges on the atoms, while \(\sin3\phi\) vanishes there and leaves little density to repel itself.

The average diagonal element of \(K\) over the four pairs is \((0.145+1.688+2\times2.491)/4=1.70\) eV. The bright value, 2.49 eV, is larger because the off-diagonal elements add in phase. Both self-coupling and coupling between pairs matter.

The remaining electrons also respond. Divide the pairs into a chosen set \(P\) and the rest \(Q\). The \(Q\) rows of the eigenvalue equation give \(Z_Q=-(\Omega_{QQ}-\omega^2)^{-1}\Omega_{QP}Z_P\). Substituting this into the \(P\) rows yields

\[
\omega^2Z_P=\left[\Omega_{PP}-\Omega_{PQ}(\Omega_{QQ}-\omega^2)^{-1}\Omega_{QP}\right]Z_P .
\]

When all modes of \(Q\) lie above \(\omega\), the subtracted term is positive and lowers the band. This is screening: the other electrons polarize so as to reduce the field of the π oscillation.

| Response included | Bright band (eV) | Strength \(f\) |
|---|---:|---:|
| Orbital gap | 5.39 | 2.11 |
| Four pairs, Hartree | 9.09 | 2.11 |
| All π pairs, Hartree | 8.84 | 2.14 |
| All 338 pairs, Hartree | 7.78 | 1.08 |
| All 338 pairs, Hartree + xc | 7.48 | 1.11 |

Strengths are summed over the degenerate bright levels. The Hartree field raises the band by 2.39 eV from the gap; the exchange-correlation kernel takes back 0.30 eV. Including the σ pairs lowers the Hartree result by 1.06 eV and halves its strength. The total in-plane strength stays at 18.58 with or without Hartree coupling, so the lost part has gone to other transitions. A complete basis would give two thirds of the 42 electrons, or 28; the small basis misses much of the high-energy absorption.

The cause can be isolated in time. Give the π electrons a weak dipole kick, propagate their density matrix numerically, and Fourier-transform the dipole. With the potential frozen, the signal peaks at 5.39 eV. With the Coulomb potential of the changing density updated at each step, it peaks at 8.84 eV. The orbitals and the kick are the same in both runs.

At zero frequency, the in-plane polarizability falls from 141 bohr³ without the induced field to 64 bohr³ with the Hartree field, and is 71 bohr³ with exchange-correlation response added. These values are not converged in the basis: with diffuse and polarization functions (aug-cc-pVDZ on carbon, cc-pVDZ on hydrogen) they become 165, 75 and 83 bohr³. An orbital-only calculation thus also distorts the refractive part of the optical constants.

## When the gap is too large

The direction of the gap's error depends on the orbitals. In Hartree-Fock theory, the exchange potential changes along with the density matrix. Define \(X_{ia,jb}=(ij|ab)\) and \(Y_{ia,jb}=(ib|ja)\), where \((pq|rs)\) is the Coulomb integral between the products \(\varphi_p\varphi_q\) and \(\varphi_r\varphi_s\). The exchange contribution to \(\delta v_{ai}\) is \(-X(q+ip)-Y(q-ip)\). Separating real and imaginary parts as before,

\[
-\dot p=(D+4K-X-Y)q+v_{\rm ext},\qquad
\dot q=(D-X+Y)p .
\]

The term \(-X\) is the attraction between the excited electron and the hole it leaves. It is absent from the Hartree-Fock gap, which is 13.10 eV in the same basis and geometry. Exchange response without \(4K\) puts the bright level at 5.08 eV; restoring \(4K\) raises it to 8.07 eV. Without \(4K\) these are the equations of triplet excitations, and one dark mode then has \(\omega^2<0\), so 5.08 eV is a bookkeeping value rather than an absorption line. The Coulomb field still pushes upward, by 3.0 eV, but the bare gap is too high because the omitted attraction is larger. A Hartree-Fock gap and a local-density gap therefore cannot be corrected by the same shift.

## Reading the result at 248 and 193 nm

For one oscillator, the cross-section integrated over photon energy is \(Af\), with \(A=eh/(4\varepsilon_0m_ec)=1.10\times10^{-16}\) cm² eV. This follows from \(\sigma=(\omega/\varepsilon_0c)\,{\rm Im}\,\alpha\) in SI units. Take a rough ring density \(N=6\times10^{21}\) cm⁻³ and a Gaussian full width of 0.8 eV, so its standard deviation is \(s=0.34\) eV. If the refractive index and the field of neighbouring molecules are ignored, an isolated band at \(E_0\) gives

\[
\alpha_{\rm abs}(E)=\frac{NAf}{s\sqrt{2\pi}}\,
e^{-(E-E_0)^2/(2s^2)} .
\]

The photon energies are 5.00 eV at 248 nm and 6.42 eV at 193 nm. The bare gap band has a peak of about 163 µm⁻¹. At 248 nm its Gaussian factor is 0.52, which gives the misleading 85 µm⁻¹.

The coupled 6-31G spectrum gives practically nothing at 248 nm, but only 0.70 µm⁻¹ at 193 nm, less than the bare estimate. It removes the false band at 248 nm without yet predicting the opacity at 193 nm. Its band, at 7.48 eV, is still too high, and a Gaussian tail magnifies that error. A second omission also matters: a dark level lies at 6.47 eV in this basis (about 6.1 eV in larger ones), close to the 193 nm photon. With fixed nuclei it has no strength, but in real benzene it borrows strength through vibrations; a rough strength of 0.09 at 6.2 eV would alone give about 6 µm⁻¹.

With polarization and diffuse functions on carbon (6-31+G*), the same local-density response puts the band centre at 6.94 eV with \(f=1.16\). The formula above then gives about 28 µm⁻¹ at 193 nm, forty times the small-basis value. The gap in this basis is 5.19 eV, and the bare estimate becomes 140 µm⁻¹ at 248 nm and about 2 µm⁻¹ at 193 nm, so the main error of the orbital picture remains. This basis is not converged either: aug-cc-pVDZ on carbon with cc-pVDZ on hydrogen moves the band to 6.88 eV with \(f=1.12\) and the 193 nm value to about 36 µm⁻¹.

Neighbouring rings add another field. For an isotropic film with one oscillator per ring, let \(\chi=E_p^2f/(E_0^2-E^2)\), where \(E_p^2=\hbar^2Ne^2/(\varepsilon_0m_e)=8.27\) eV². The Clausius-Mossotti relation gives

\[
\epsilon-1=\frac{\chi}{1-\chi/3}
=\frac{E_p^2f}{E_0^2-E_p^2f/3-E^2}.
\]

For the 6-31G band, the resonance moves from 7.48 to \(\sqrt{7.478^2-8.27(1.114)/3}=7.27\) eV. This shift is downward because the Lorentz field of the neighbours adds to the macroscopic field in the film, whereas the molecule's own induced field opposes the field that drives it. The estimate neglects background polarization and ring orientation. In a dense film the absorption coefficient should be taken from the permittivity, as \(2\omega\,{\rm Im}\sqrt{\epsilon}/c\), rather than from the single-molecule formula above. For the 6-31+G* band with the same Gaussian width, this gives roughly 50 µm⁻¹ at 193 nm instead of 28.

Real benzene has its strong band near 7 eV, a rough figure, close to the larger-basis result. That agreement does not establish the accuracy of the method. The 6-31G band lies above the local-density ionization threshold, 6.17 eV in that basis, where a complete basis would give a resonance in a continuum rather than a discrete level. Resist polymers also have substituents and a backbone, whose shifts are not included. Their weak absorption at 248 nm involves vibrations and symmetry breaking, so the near-zero coupled value there is not a prediction of film transparency.

## What to do about it

- Use orbital gaps to identify candidate transitions, not to assign strong bands to exposure wavelengths. Calculate optical constants from coupled linear response.
- Do not repair the bare spectrum with a rigid shift. Moving the benzene gap band to 7.48 eV with its area unchanged would leave its strength at 2.11; shifting the orbital energies with the transition dipoles unchanged would raise it to 2.92. The coupled value is 1.11.
- Include the σ electrons. A π-only Hartree calculation overshoots the full Hartree result by about 1 eV.
- Converge the basis before reading absorption on a band's edge. Here, in the single-band estimate with a Gaussian line, a shift of about 0.5 eV changes the 193 nm coefficient by a factor of forty; with a Lorentzian line of the same width the factor is about three, so the line shape matters as much as the basis.
- Add the film's local field to a single-molecule response, but not again to a film calculation that already contains it.
